How d electrons lower silver's plasma edge and damp gold's

Q: You say that silver's free electrons alone would put its plasma edge near 9 eV. Where does that number come from?

A: From the electron density. Let the electron charge be −e, the electric field F and the photon energy E = ħω, with time factor exp(−iEt/ħ). A free electron with damping energy γ obeys

m d²x/dt² = −eF − (mγ/ħ) dx/dt.

Each time derivative gives a factor −iE/ħ, so

−m(E² + iγE)x/ħ² = −eF, x = ħ²eF/[mE(E + iγ)].

With n such electrons per volume the polarisation is P_s = −nex. Since ε = 1 + P/(ε₀F),

ε_s(E) = 1 − Ω_p²/[E(E + iγ)], Ω_p² = ħ²ne²/(ε₀m).

Silver and gold are face-centred cubic, with four atoms per cubic cell and a cell edge of roughly a = 4.1 Å. I count one s electron per atom and give it the free mass. Then n = 4/a³ = 5.80 × 10²⁸ m⁻³ and Ω_p = 8.95 eV.

Q: Why should that energy be an oscillation of the metal?

A: A plasma oscillation is a longitudinal field that persists without external charge. Then div D = 0. For a plane wave with D along its wave vector q this reads iqD = 0, hence D = ε₀εF = 0. A non-zero F requires

ε(E) = 0.

For free electrons with γ = 0 this gives E = Ω_p. I take long waves throughout, so ε does not depend on q.

Q: The d electrons are bound. They cannot flow, so why should they matter?

A: They can be displaced, and their displacement weakens the field that pulls the s electrons back. Write their polarisation as P_d = ε₀χ_dF. The condition D = 0 is then

ε₀F + P_s + ε₀χ_dF = 0, F = −P_s/[ε₀(1 + χ_d)].

Put P_s = −nex into this and the result into m d²x/dt² = −eF:

F = nex/[ε₀(1 + χ_d)],
d²x/dt² = −{ne²/[ε₀m(1 + χ_d)]} x.

The restoring force is divided by 1 + χ_d, so for real χ_d and γ = 0

E² = Ω_p²/[1 + χ_d(E)].

If χ_d is positive, the energy falls.

Q: You have assumed the sign. Show me that χ_d is positive.

A: Take one transition, from an occupied state 0 to an empty state 1 at energy Δ above it, with real dipole matrix element d. The coupling is −dF(t). Let the field grow slowly from zero in the distant past:

F(t) = F₀ exp(ηt/ħ) cos(Et/ħ) = ½F₀[exp(−izt/ħ) + exp(iz*t/ħ)], z = E + iη.

To first order in F₀ the amplitude of state 0 stays 1, and that of state 1 obeys

iħ dc/dt = Δc − dF(t).

Try c = A exp(−izt/ħ) + B exp(iz*t/ħ). Matching the two exponentials gives

zA = ΔA − ½dF₀, so A = ½dF₀/(Δ − z),
−z*B = ΔB − ½dF₀, so B = ½dF₀/(Δ + z*).

No free oscillation is added, because the system starts in state 0. The induced dipole is d(c + c*). Its part in exp(−izt/ħ) has the coefficient

d(A + B*) = ½F₀ d²[1/(Δ − z) + 1/(Δ + z)] = ½F₀ · 2Δd²/(Δ² − z²).

The field's own coefficient is ½F₀, so the polarisability is

α(z) = 2Δd²/(Δ² − z²).

For E < Δ and small η it is positive: the bound charge follows the field in phase. It also grows as E approaches Δ. Above Δ its sign reverses.

Q: That is one transition. A metal has a continuum of them.

A: Add them with weights. Let w(x)dx be the sum of 2Δd²/ε₀ per unit volume over transitions with energies between x and x + dx. I take the transition energies and strengths to be those of the response to the macroscopic field, so local-field effects are included in w. Then

χ_d(z) = ∫ w(x)dx/(x² − z²).

The weight follows from the absorption. As η → 0⁺ the imaginary part of 1/(x² − z²) becomes πδ(x² − E²), which equals (π/2E)δ(x − E) for positive E. Hence Im χ_d(E) = πw(E)/(2E), or

w(x) = (2/π) x Im χ_d(x).

Now I need a model of the absorption. I choose a plateau: Im χ_d = S between an onset E₁ and a cutoff E₂, and zero outside. The onset is the lowest energy at which a d electron can reach an empty state. Then

χ_d(z) = (2S/π) ∫ x dx/(x² − z²) = (S/π) ln[(E₂² − z²)/(E₁² − z²)],

with the integral from E₁ to E₂. For a real edge, which is never perfectly sharp, I keep η finite as a broadening. The whole response is

ε(E) = 1 + χ_d(E + iη) − Ω_p²/[E(E + iγ)].

Q: What values will you give to S and the rest? With enough parameters you can have any edge you like.

A: I compare two model metals that share every parameter except the onset:

S = 2.6, E₂ = 20 eV, η = 0.10 eV, γ = 0.05 eV, Ω_p = 8.95 eV.

The high onset is 4.0 eV, roughly silver's. The low onset is 2.4 eV, roughly gold's. S was chosen so that the high-onset edge falls near 3.8 eV, so that energy is not a prediction. What can be learned is how the shift arises, whether the chosen strength stays within what a d shell can supply, and what the onset alone changes.

The strength can be judged at high energy. For |z| far above E₂ the sum becomes χ_d ≈ −Ω_d²/z², where

Ω_d² = ∫ w dx = (S/π)(E₂² − E₁²).

This has the form of the free-electron response, so Ω_d²/Ω_p² counts the effective d electrons per atom. For the high onset it is

(2.6/π)(400 − 16)/8.95² ≈ 4.0,

and for the low onset 4.1. Both are below the ten electrons of a filled d shell. They are also nearly equal, so the contrast between the two metals does not come from a difference in total strength. The count itself depends on my cutoff, since at fixed S it grows almost as E₂². It shows that this S and E₂ together do not ask for more electrons than the shell holds, not that either value is right.

Q: Then divide by the static dielectric constant of the d shell and you are done.

A: Let us see where that leads. At E = 0, with negligible broadening,

χ_d(0) = (2S/π) ln(E₂/E₁) = (5.2/π) ln 5 = 2.66.

The plasma energy would be

8.946 eV/√3.664 = 4.67 eV.

That is most of the way from 9 eV, but not 3.8 eV. It also contradicts its own assumption. A static χ_d is justified only for E well below E₁, and 4.67 eV lies above the 4.0 eV onset.

Q: So what supplies the rest?

A: The growth of χ_d towards the onset. The energy must satisfy Re ε = 0 with χ_d taken at that same energy. Since

1/[E(E + iγ)] = (E − iγ)/[E(E² + γ²)],

the real part of the free-electron term is −Ω_p²/(E² + γ²), and γ² is negligible here. The condition is

E_c = Ω_p/√[1 + Re χ_d(E_c)].

A bracketing root search gives E_c = 3.81 eV for the high onset. You can confirm it by hand. At this energy

z² = 3.81² − 0.10² + 2i(3.81)(0.10) ≈ 14.5 + 0.76i,
|E₁² − z²| ≈ |1.5 − 0.76i| ≈ 1.7, |E₂² − z²| ≈ 385.

With unrounded values the logarithm of their ratio is 5.445, so Re χ_d = (2.6/π)(5.445) = 4.51, and

8.95 eV/√5.51 = 3.81 eV.

The shift thus has two parts: from 8.95 to 4.67 eV by static screening, and from there to 3.81 eV by the energy dependence of χ_d.

Q: How much hangs on your chosen S?

A: Changing S to 2.4 moves the crossing to 3.87 eV, and 2.8 moves it to 3.76 eV. Since χ_d is proportional to S, a change δS shifts the crossing by −(Re χ_d/S)δS divided by the slope of Re ε, which is 6.20 per eV: −(4.51/2.6)(0.2)/6.20 ≈ −0.056 eV for δS = 0.2. The free-electron term supplies 2Ω_p²/E_c³ = 2.9 per eV of that slope and the rise of χ_d towards the onset the remaining 3.3, so that rise roughly halves the shift.

Q: Does anything remain at 9 eV?

A: Not a plasma mode, at least in this model, whose flat plateau leaves the loss almost featureless there; a real metal with structured d absorption can differ. At E = Ω_p the high-onset metal has Re ε = 1.33, which is not zero. On a grid of 1 meV from 0.5 to 12 eV, Re ε rises through zero once, at 3.81 eV. At higher energies Re ε falls back through zero near 16.9 eV, within the d absorption, and rises through it again near 24.6 eV, above the cutoff E₂. At this last crossing χ_d is negative and the s and d electrons move in phase. Both positions depend on the assumed cutoff, and I leave these two crossings aside here.

Q: Now gold. Lower the onset to 2.4 eV, and by your argument the edge should simply slide down to just below 2.4 eV.

A: It would have to overcome a much larger free-electron term. For Re ε to have become positive by the time E reaches the onset, we need

Re χ_d(E₁) > Ω_p²/E₁² − 1.

At E = E₁, E₁² − z² = η² − 2iηE₁, whose magnitude is close to 2ηE₁ when η is much smaller than E₁. Therefore

Re χ_d(E₁) ≈ (S/π) ln[(E₂² − E₁²)/(2ηE₁)].

For the high onset this is (2.6/π) ln(384/0.80) = 5.1, and the required value is 8.95²/16 − 1 = 4.0. The condition holds, so the crossing comes before the absorption begins in earnest. For the low onset, χ_d reaches (2.6/π) ln(394/0.48) = 5.6, but the required value is 8.95²/5.76 − 1 = 12.9. The free-electron term grows as 1/E₁², while the bound response at the edge grows only logarithmically. Re ε is still negative at the onset, and the same root search finds its crossing at 4.72 eV, deep in the d absorption.

Q: I object. With a sharp edge your logarithm diverges at E₁. It must then beat any free-electron term, and there must be a zero below the onset after all.

A: With η = γ = 0 there is one. Put E = E₁ − g with g much smaller than E₁. Then E₁² − E² ≈ 2E₁g, and ε = 0 becomes

1 + (S/π) ln[(E₂² − E₁²)/(2E₁g)] = Ω_p²/E₁².

Solving for g,

g = [(E₂² − E₁²)/(2E₁)] exp[−(π/S)(Ω_p²/E₁² − 1)].

For the low onset g = 1.4 × 10⁻⁵ eV, some seven thousand times smaller than the broadening of 0.10 eV. On the real axis the broadening stops the logarithm from growing long before E comes that close to the edge, and Re ε no longer reaches zero near the onset. A zero of ε remains at complex energy, about g away from E₁ − iη, where the logarithm still diverges. The slope of χ_d there is about S/(πg), so its weight in 1/ε is only of order πg/S ≈ 2 × 10⁻⁵ eV. For the high onset the sharp-edge zero lies at 3.80 eV, 0.20 eV below the edge. That distance exceeds η, and the zero survives.

Q: Very well, the low-onset model has its crossing at 4.72 eV. A zero of Re ε is still a zero. Why is it not a plasmon?

A: Because the imaginary part of ε is large there. At the high-onset crossing it is not zero either, but it is small enough for a true zero of ε to lie close by, at a complex energy. A freely decaying oscillation needs a complex energy E_c − iΓ/2, so that its amplitude falls as exp(−Γt/2ħ) and its energy as exp(−Γt/ħ). Expand about the real crossing, keeping the slope of Re ε and neglecting that of Im ε:

0 ≈ i Im ε(E_c) − (iΓ/2) d(Re ε)/dE,
Γ ≈ 2 Im ε(E_c)/[d(Re ε)/dE].

For the high onset, Im ε = 0.464 and the slope is 6.20 per eV, so

Γ ≈ 2(0.464)/6.20 eV = 0.15 eV.

Solving ε = 0 for complex energy by Newton's method gives a mode at 3.80 eV with Γ = 0.14 eV. The first-order width is about 10% larger than this value. Most of the difference comes from the neglected slope of Im ε, which the nearby onset raises to about 1.8 per eV. Keeping it gives Γ ≈ 2(0.464)(6.20)/(6.20² + 1.8²) eV ≈ 0.14 eV. Either way the mode is narrow compared with its energy.

For the low onset, Im ε = 2.59 and the slope is 1.03 per eV. The formula returns 5.0 eV, more than the energy of the supposed mode. That is not a usable width: the expansion has failed, and no narrow mode lies at this crossing. The loss function below shows that this metal has no sharp peak elsewhere between 0.5 and 12 eV either.

Q: Are you sure that the d electrons are to blame, and not ordinary friction among the s electrons?

A: Of the 2.59 in the low-onset metal, 2.55 is d absorption. The oscillating field lifts d electrons into empty states and loses its energy to them. In the high-onset metal such transitions are nearly closed at 3.81 eV. There the d part is 0.39 of 0.46, and it comes from the broadened tail of the edge. The width of the silver-like mode therefore depends on my choice of η and should not be read as a prediction for silver.

Q: Is there a measure of damping that does not need a failing expansion?

A: Yes, the energy lost by an external charge. The current is ∂P/∂t = −iωε₀(ε − 1)F, so the mean absorbed power per volume is

½ Re[F* ∂P/∂t] = ½ωε₀ Im ε |F|².

An external charge fixes D, not F. With F = D/(ε₀ε) the power becomes

(ω/2ε₀)|D|² Im ε/|ε|² = (ω/2ε₀)|D|² Im(−1/ε).

The loss function Im(−1/ε) equals 1/Im ε at a crossing of Re ε. On the plateau, well above the onset, Im ε is close to S, so the loss there cannot rise much above 1/S = 0.385. Lowering the onset alone, and taking the largest value on the same energy grid, gives:

onset 4.0 eV: maximum 2.19 at 3.80 eV
onset 3.6 eV: maximum 0.98 at 3.54 eV
onset 3.2 eV: maximum 0.39 at 4.42 eV
onset 2.8 eV: maximum 0.39 at 4.61 eV
onset 2.4 eV: maximum 0.39 at 4.73 eV

Q: The peak first moves down, then jumps up by almost 1 eV. Is that an error?

A: No. The list gives only the largest value. The peak at the edge fades as the onset falls, and the largest value finally passes to the broad maximum on the plateau. The condition at the onset shows why the edge peak fades. For 3.6 eV the two sides are almost equal: χ_d reaches (2.6/π) ln(387/0.72) = 5.20, and 5.17 is needed. For 3.2 eV it reaches 5.3, and 6.8 is needed. The crossing then has to wait until the free-electron term has fallen further, which happens above the onset. The edge peak does not vanish as soon as the condition fails. It shrinks steadily, to about 0.76 for an onset of 3.5 eV, 0.59 for 3.4 eV and 0.46 for 3.3 eV. Between onsets of 3.25 and 3.2 eV it drops below the plateau value, and the largest value jumps to the plateau. For the onsets of 3.2 eV and below, the loss maximum stays near 1/S. With η = 0.10 eV and S = 2.6 the sharp mode is lost as the onset falls from 4.0 to 3.2 eV, and the low onset of 2.4 eV lies well below that range. A sharper edge would keep the mode down to somewhat lower onsets, and a stronger plateau would move the range much further. The two sides of the onset condition balance at an onset of 3.59 eV for S = 2.6, but at 2.47 eV for S = 5.7, which is near gold's measured Im ε in the blue. With S = 5.7 and the onset at 2.4 eV a weak edge peak of about 0.3 appears at 2.37 eV, against 2.19 for the silver-like metal. How far gold is from a mode at its edge therefore depends on its absorption strength as well as on its onset.

Q: What has this to do with colour? Neither 3.8 nor 4.7 eV is visible.

A: Colour depends on reflectance over the visible range, roughly 1.7 to 3.1 eV. Let light of unit amplitude fall at normal incidence on a thick metal of complex index N = √ε, taking the root with Im N > 0 so that the wave decays inwards. With reflected amplitude r and transmitted amplitude t, continuity of the electric and magnetic fields gives

1 + r = t, 1 − r = Nt.

Eliminating t,

1 − r = N(1 + r), r = (1 − N)/(1 + N), R = |r|².

If ε is real and negative, N is imaginary, the numerator and denominator have equal magnitude, and R = 1. This is why a metal without absorption reflects fully below its plasma edge. The model gives

at 2.0 eV: R = 0.98 for both onsets
at 3.0 eV: R = 0.96 for the high onset, 0.64 for the low
at 3.8 eV: R = 0.25 for the high onset, 0.38 for the low.

The high-onset metal reflects red and blue almost equally and loses its reflectance in the ultraviolet. The low-onset metal keeps the red and loses part of the blue, which gives a yellow tint.

Q: Could the blue be lost because the d electrons have shifted the plasma edge, rather than because they absorb?

A: The two effects can be compared, though they do not simply add. For the low onset at 3.0 eV, ε = −3.93 + 2.60i. The real part is still well below zero, so the edge has not been reached. If I keep this real part and remove the d absorption, leaving only the s-electron damping, R rises from 0.64 to 0.97. The low-onset metal itself cannot be changed in this way, since the real and imaginary parts of its χ_d come from the same transitions, and removing the absorption would alter the real part too. As bookkeeping, however, it shows that absorption is needed for the loss of blue: screening alone lowers R only from 0.99 to 0.97. Screening does magnify the loss once absorption is present. Keeping the absorption and removing the real part of χ_d gives R = 0.82 instead of 0.64.

Q: Then what have you not explained?

A: Why gold's onset is lower. I took both onsets as given. Their values, including the relativistic contribution in gold, are a matter of band structure. The flat plateau also ignores the structure of the d bands, so it should not be expected to reproduce either metal's measured spectrum in detail. Its use is that one quantity can be changed at a time. With the onset at 4.0 eV, the bound response brings the plasma energy down to a place where d absorption is still weak. With the onset at 2.4 eV and the same S, absorption has begun long before Re ε reaches zero. A stronger plateau, closer to gold's, would narrow that gap: S = 5.7 puts the crossing at 2.70 eV.

All numerical values are calculated from the stated model.
